# Quasiparticle shift from a self-energy difference and its slope

**Question**

I am working through an exercise on $GW$-type corrections to Kohn–Sham energies. For one state near a band edge I am given two numbers, both taken at the Kohn–Sham energy of that state:

- the self-energy minus the exchange-correlation potential is $0.75$ eV;
- the slope of the self-energy with respect to energy is $-0.25$.

I am asked for the quasiparticle shift. My first thought was that the correction is the difference itself, $0.75$ eV, but then the slope is never used. I also tried dividing by $1-0.25$, which gives $1.00$ eV, but I cannot justify it. How does the slope enter, does it raise or lower the correction, and how far can I trust the result?

**Answer**

The slope enters because the self-energy must be evaluated at the quasiparticle energy, which you do not yet know. Your $0.75$ eV belongs to the Kohn–Sham energy, where the calculation starts.

**The equation to be solved**

Let $h$ contain the kinetic energy, the potential of the nuclei and the Hartree potential. The Kohn–Sham orbital $\phi$ and its energy $\varepsilon$ obey

$$(h+v_{xc})\,\phi=\varepsilon\,\phi .$$

In the quasiparticle equation the self-energy $\Sigma(E)$ stands in place of $v_{xc}$:

$$[h+\Sigma(E)]\,\psi=E\,\psi .$$

Assume that the quasiparticle orbital is the Kohn–Sham orbital, $\psi=\phi$. This drops the matrix elements of $\Sigma-v_{xc}$ between different orbitals; their effect is estimated below. Taking the expectation value of both equations in the normalized orbital $\phi$ gives

$$\langle h\rangle=\varepsilon-\langle v_{xc}\rangle,\qquad E=\langle h\rangle+\langle\Sigma(E)\rangle .$$

Insert the first into the second:

$$E=\varepsilon+\langle\Sigma(E)\rangle-\langle v_{xc}\rangle .$$

The potential $v_{xc}$ is subtracted because it is already contained in $\varepsilon$; otherwise exchange and correlation would be counted twice. Now measure energy from the Kohn–Sham level, $x=E-\varepsilon$, and define

$$D(x)=\langle\Sigma(\varepsilon+x)\rangle-\langle v_{xc}\rangle .$$

The equation becomes

$$x=D(x).$$

The unknown shift stands on both sides. I take $D$ to be real. For a state close to a band edge in a fixed lattice this is reasonable: an added electron close enough to the conduction-band edge lacks the energy to create an electron–hole pair, even a bound one, so it cannot decay that way.

**Solving it with your two numbers**

You know $D_0=D(0)=0.75$ eV. Since $v_{xc}$ does not depend on energy, the slope of $D$ is the slope of $\Sigma$, so $S=D'(0)=-0.25$. This is an energy divided by an energy and has no unit. To first order in $x$,

$$D(x)\approx D_0+Sx ,$$

and the equation $x=D(x)$ becomes

$$x=D_0+Sx .$$

Subtract $Sx$ from both sides and divide by $1-S$:

$$(1-S)\,x=D_0,\qquad x=Z D_0,\qquad Z=\frac{1}{1-S}.$$

The minus sign in $1-S$ comes from moving $Sx$ to the left. With a negative slope the denominator is therefore larger than one:

$$Z=\frac{1}{1-(-0.25)}=\frac{1}{1.25}=0.80,$$

$$x=0.80\times0.75\ \text{eV}=0.60\ \text{eV}.$$

This is about $0.022$ hartree. Substitution confirms it: at $x=0.60$ eV the right-hand side is $0.75-0.25\times0.60=0.60$ eV.

Your value of $1.00$ eV results from using $1+S$ in the denominator. Put it into the same equation and the right-hand side is $0.75-0.25\times1.00=0.50$ eV, not $1.00$ eV. Your value of $0.75$ eV would be right if $S$ were zero.

It also matters where the difference was evaluated. If someone gives you $D$ at the quasiparticle energy, that number is already the shift, and multiplying it by $Z$ would count the energy dependence twice.

**The same result by iteration**

Start from $x_0=0$ and insert each estimate into the right-hand side, $x_{n+1}=D_0+Sx_n$. The successive values are

$$0.750,\quad 0.5625,\quad 0.6094,\quad 0.5977,\quad 0.6006\ \text{eV}.$$

The first step is your $0.75$ eV. It raises the level, and at the raised level the self-energy is lower, so the next estimate falls. To see how the process converges, subtract the solution's equation $x=D_0+Sx$ from the iteration:

$$x_{n+1}-x=S\,(x_n-x).$$

Each step multiplies the error by $-0.25$: the error changes sign and shrinks by a factor of four. The product $ZD_0$ gives the limit of this sequence at once. For a linear $D$ with $S<-1$ the iteration would diverge, although $x=ZD_0$ would still solve the equation.

**Why the slope is negative, and what $Z$ means**

A simple model shows both. Let the state couple to other excitations of the system at energies $\omega_j$, measured from $\varepsilon$, with real coupling energies $g_j$. Let $s$ be the energy-independent part of $D$. With amplitude $c_0$ on the original state and $c_j$ on the excitations, the eigenvalue equations are

$$s\,c_0+\sum_j g_jc_j=x\,c_0,\qquad g_jc_0+\omega_jc_j=x\,c_j .$$

The second gives $c_j=g_jc_0/(x-\omega_j)$. Insert this into the first and divide by $c_0$, which is nonzero for the roots of interest:

$$x=s+\sum_j\frac{g_j^2}{x-\omega_j}.$$

This has the form $x=D(x)$, so the sum is the energy-dependent part of the self-energy. Its slope is

$$D'(x)=-\sum_j\frac{g_j^2}{(x-\omega_j)^2}<0 .$$

Every term is negative, whether the pole lies above or below the state. Hence $0<Z<1$ in this model, and the linearized correction $ZD_0$ is smaller in size than $D_0$. This holds for either sign of $D_0$: a state with $D_0=-0.75$ eV and the same slope would shift by $-0.60$ eV.

Normalization gives the meaning of $Z$. From $c_0^2+\sum_jc_j^2=1$,

$$c_0^2\left[1+\sum_j\frac{g_j^2}{(x-\omega_j)^2}\right]=1,\qquad c_0^2=\frac{1}{1-D'(x)} .$$

The quasiparticle is thus partly the original state and partly the excitations that accompany it, and this fraction is the weight of the original state. Strictly, the weight needs the slope at the root $x$, whereas your $Z$ uses the slope at $x=0$. The two agree when the slope is the same at both energies.

**How good is the straight line?**

Two numbers do not fix the whole function $D(x)$, so this question needs a model. I take one pole $30$ eV above the state and one $35$ eV below it. These are round values in the rough range of diamond, where the valence plasmon energy is roughly $30$ eV and the gap roughly $5$ eV. They are not a computed self-energy of diamond.

Let each pole supply half of the slope, so that $g_j^2/\omega_j^2=0.125$. The couplings are then

$$g_{\text{up}}=30\sqrt{0.125}=10.61\ \text{eV},\qquad g_{\text{low}}=35\sqrt{0.125}=12.37\ \text{eV}.$$

At $x=0$ the upper pole contributes $-0.125\times30=-3.750$ eV and the lower one $+0.125\times35=+4.375$ eV. To reach $D_0=0.75$ eV, the static part must be

$$s=0.75+3.750-4.375=0.125\ \text{eV}.$$

The eigenvalue equations now form a $3\times3$ symmetric matrix. Numerical diagonalization gives a main root at $0.5998$ eV, which is $0.21$ meV below the linearized result. Its weight is $0.799$. The remaining weight sits in two satellites, $0.098$ at $-39.1$ eV and $0.103$ at $33.6$ eV.

The agreement is this close partly because the two poles bend $D(x)$ in opposite directions. To see this, keep the next term, with $C=D''(0)$:

$$x=D_0+Sx+\tfrac12Cx^2 .$$

Write $x=ZD_0+\delta$. Since $(1-S)ZD_0=D_0$, those terms cancel and leave

$$(1-S)\,\delta=\tfrac12C\,(ZD_0+\delta)^2 .$$

For small $\delta$ the right-hand side may be evaluated at $\delta=0$:

$$\delta\approx\tfrac12ZC\,(ZD_0)^2 .$$

If one pole at $\omega$ supplies the whole slope, then $g^2=-S\omega^2$, and

$$C=\frac{2g^2}{(0-\omega)^3}=\frac{2S}{\omega}.$$

For the upper pole alone, $C=2(-0.25)/30=-0.0167$ eV$^{-1}$, and therefore

$$\delta\approx\tfrac12(0.80)(-0.0167)(0.60)^2\ \text{eV}=-2.4\ \text{meV}.$$

Diagonalization with the upper pole alone, the static part readjusted to keep $D_0=0.75$ eV, gives $0.5976$ eV, in agreement with this estimate. With the lower pole alone the curvature is positive, and the root is $0.6020$ eV. For poles at these distances, then, curvature moves the answer by a few meV at most, and $0.60$ eV stands to the digits given. A real self-energy also has poles that begin about one gap away from the band edge, which this model leaves out. If a single pole $5.5$ eV above the state supplied the whole slope, the root would be $0.586$ eV, so the second decimal depends on how much of the slope comes from such nearer poles.

**When it fails**

Inserting $C=2S/\omega$ into $\delta$ gives the relative error for a single pole:

$$\frac{\delta}{ZD_0}\approx ZS\,\frac{ZD_0}{\omega}.$$

For a single pole, the straight line is good when the shift is small compared with the distance to that pole. With several poles, even a weak one close to the root can spoil it, although it adds little to the slope at $x=0$. Now keep your two data but put a single pole only $1$ eV above the state. Then $g^2=0.25$ eV$^2$, and the static part is $s=0.75+0.25=1.00$ eV. With energies in eV, the full equation is

$$x=1+\frac{0.25}{x-1}.$$

Subtract $1$ and multiply by $x-1$:

$$(x-1)^2=0.25,\qquad x=0.5\ \text{or}\ 1.5 .$$

At both roots the slope is $-0.25/0.25=-1$, so each has weight $1/(1+1)=0.5$. The linearized formula still returns $0.60$ eV, but no root lies there, and neither root can be singled out as the quasiparticle. The value $Z=0.80$ at the Kohn–Sham energy gives no warning of this. If a pole may be near, evaluate $\Sigma$ at several energies and look for all roots of $x=D(x)$, together with their weights. Simple iteration is not enough: in this example, started at $x=0$, it alternates between $0.75$ eV and $0$ without end.

**Errors in the input and the neglected coupling**

Differentiate $x=D_0/(1-S)$ with respect to each of the data:

$$\frac{\partial x}{\partial D_0}=Z,\qquad \frac{\partial x}{\partial S}=\frac{D_0}{(1-S)^2}=Z^2D_0 .$$

An error of $0.10$ eV in $D_0$, for instance from an incompletely converged self-energy, changes the shift by $0.80\times0.10=0.08$ eV. An error of $0.05$ in the slope changes it by $0.64\times0.75\times0.05=0.024$ eV. Both assumed errors matter more here than the curvature from distant poles.

The neglected mixing of orbitals can be estimated in the same way. Let an off-diagonal element $o=0.1$ eV couple the state to another one at $\Omega=6$ eV above the Kohn–Sham level. For an order of magnitude, treat the second state as a level fixed at $\Omega$, without an energy-dependent self-energy of its own, and take $o$ as constant. Eliminating this state, as was done for the poles, adds $o^2/(x-\Omega)$ to the right-hand side of $x=D(x)$. Evaluate this small term at $x=ZD_0$ and divide by $1-S$ as before:

$$\delta_{\text{off}}\approx\frac{Z\,o^2}{ZD_0-\Omega}=\frac{0.80\times0.01}{0.60-6.0}\ \text{eV}=-1.5\ \text{meV}.$$

The higher state pushes the lower one down, as in ordinary level repulsion. As long as the coupling is small compared with the separation, the effect grows as the square of the coupling and as the inverse of the separation. The value $o=0.1$ eV is only an assumed one, and all states of the same symmetry contribute. In $G_0W_0$ on PBE orbitals for CH$_4$, SiH$_4$ and H$_2$O (cc-pVDZ basis), where the shifts are several eV, the largest such element for the highest occupied or lowest empty level is $0.4$ to $1.5$ eV, and the mixing lowers these levels by about $10$ to $150$ meV. For nearly degenerate states of the same symmetry this estimate fails, and the quasiparticle equation must be solved for both orbitals together.

**Comparison with a real semiconductor**

A $Z$ of roughly $0.8$ is typical of $GW$ calculations for band-edge states in covalent semiconductors, so your slope is a reasonable one. The shift of a single level is less easily compared, because it depends on the starting functional. For an optoelectronic device the more useful quantity is the gap, which changes by the conduction-edge shift minus the valence-edge shift; your data cover one state only. A real device also breaks the assumption of fixed nuclei. In diamond, zero-point motion reduces the indirect gap by roughly $0.3$ to $0.4$ eV; I use $0.3$ eV here. To estimate the value at room temperature, suppose that the reduction is proportional to the mean square displacement of one vibration with a rough energy of $\hbar\omega_{\text{ph}}=0.15$ eV. That displacement scales as $2n+1$, where $n$ is the Bose occupation, and

$$2n+1=\coth\frac{\hbar\omega_{\text{ph}}}{2k_BT}\approx1.006\quad\text{at }300\ \text{K}.$$

The reduction therefore stays at roughly $0.3$ eV in this estimate. One optical mode understates the thermal part: with the acoustic modes included through a Debye spectrum (Debye temperature near $2000$ K), the mean square displacement at $300$ K is about $15\%$ above its zero-point value, which still leaves the reduction at roughly $0.3$ eV. It belongs to the gap and cannot simply be subtracted from your $0.60$ eV, but it is far larger than the meV corrections found above for distant poles and an assumed coupling of $0.1$ eV. The second decimal of $0.60$ eV is meaningful as the solution of the stated equation, not as a prediction for a level in a vibrating crystal.
